# Resistivity of narrow diffuse wires: why the bulk relaxation time drops out

If a narrow wire is judged by the bulk resistivity of its metal, the benefit of purifying that metal is badly overestimated. Suppose the bulk mean free path is already a hundred times the wire diameter, and bulk scattering is then made ten times weaker. The bulk resistivity $\rho_0$ falls by a factor of ten, but in the model treated here the resistivity of the wire falls by less than two per cent. What governs such a wire is the product $\rho_0\lambda$, where $\lambda$ is the bulk mean free path, together with the size and shape of the cross-section. For a circular wire of diameter $d$ with diffuse walls,

$$\rho\to\frac{\rho_0\lambda}{d}\qquad (d/\lambda\to0).$$

The bulk relaxation time $\tau$ is absent from this limit, though not from the resistivity at finite $d/\lambda$.

The model has degenerate electrons with a spherical Fermi surface and isotropic bulk scattering at rate $1/\tau$. The wire is straight, much longer than $\lambda$, and free of grain boundaries. Transport is semiclassical: the Fermi wave number $k_F$ satisfies $k_Fd\gg1$, and quantum interference, including localization, is neglected. In Hartree atomic units $\hbar=m=e=1$, so velocity equals wave vector, the electron charge is $-1$, and $\lambda=k_F\tau$.

Let a field $E$ point along the wire axis $z$. Write the distribution as $f=f_0+g$, with $f_0$ the equilibrium distribution. The force is $-E$, and $\partial f_0/\partial k_z=v_z\,\partial f_0/\partial\varepsilon$, so to first order in $E$ the steady Boltzmann equation is

$$\mathbf v\cdot\nabla g+\frac g\tau=E v_z\frac{\partial f_0}{\partial\varepsilon}.$$

Isotropic scattering also returns electrons in proportion to the average of $g$ over directions. That average vanishes: the source is odd in $v_z$, the wire is uniform along $z$, and so $g$ is odd in $v_z$.

In the bulk the gradient is zero and $g_b=\tau E v_z\,\partial f_0/\partial\varepsilon=\tau E\,\partial f_0/\partial k_z$. The current density, with a factor 2 for spin, is

$$j=-2\int\frac{d^3k}{(2\pi)^3}\,k_zg_b
=-2\tau E\int\frac{d^3k}{(2\pi)^3}\,k_z\frac{\partial f_0}{\partial k_z}
=n\tau E,$$

where the last step is an integration by parts and $n$ is the electron density. Hence $\sigma_0=1/\rho_0=n\tau$. Counting states in the Fermi sphere gives $n=2(4\pi k_F^3/3)/(2\pi)^3=k_F^3/(3\pi^2)$, and therefore

$$\rho_0\lambda=\frac{k_F\tau}{n\tau}=\frac{k_F}{n}=\frac{3\pi^2}{k_F^2}.$$

The cancellation occurs here: $\rho_0$ varies as $1/\tau$ and $\lambda$ as $\tau$. It remains to show that a narrow wire depends on this product.

A diffuse wall re-emits electrons with no memory of their incoming direction. The number re-emitted at each energy is fixed by the number arriving. Since $g$ is odd in $v_z$, its contribution to the arriving flux is zero, so electrons leave the wall with $g=0$. Follow one of them for a time $s$ after it leaves. Along its path the Boltzmann equation reads $dg/ds+g/\tau=g_b/\tau$, with solution $g=g_b(1-e^{-s/\tau})$.

Let $\theta$ be the angle between the velocity and the axis, and let $\ell$ be the distance back to the wall measured within the cross-section. The transverse speed is $k_F\sin\theta$, so $s=\ell/(k_F\sin\theta)$ and

$$g=g_b\left[1-\exp\left(-\frac{\ell}{\lambda\sin\theta}\right)\right].$$

The current weights each direction by $v_z^2\propto\cos^2\theta$, whose integral over solid angle is $4\pi/3$. Let angle brackets denote the average over position in the cross-section and over the direction of motion within it. That azimuthal average takes a factor $2\pi$ out of the solid angle, and the two halves of the $\theta$ range contribute equally. The prefactor is thus $(3/4\pi)(2\pi)(2)=3$:

$$\frac{\sigma}{\sigma_0}=3\left\langle\int_0^{\pi/2}\cos^2\theta\,\sin\theta\left[1-\exp\left(-\frac{\ell}{\lambda\sin\theta}\right)\right]d\theta\right\rangle.$$

For $x>0$, $1-e^{-x}<x$, and the two sides agree to first order as $x\to0$. Multiplied by $\lambda$, the integrand is therefore bounded by $\ell\cos^2\theta$, which is integrable, and the limit $\lambda\to\infty$ may be taken inside the integral. The factor $\sin\theta$ from the solid angle cancels the $1/\sin\theta$ from the long flights near the axis. With $\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi/4$,

$$\frac{\sigma}{\sigma_0}\to\frac W\lambda,\qquad W=\frac{3\pi}{4}\langle\ell\rangle,\qquad \rho\to\frac{\rho_0\lambda}{W}.$$

The inequality also shows that, within the model, $\rho_0\lambda/W$ is a lower bound on the resistivity at any finite $\lambda$.

To find $W$ for a circle of radius $R=d/2$, cut the section into parallel chords. A chord at offset $y$ has length $L=2\sqrt{R^2-y^2}$. Along it $\ell$ runs from 0 to $L$, which contributes $\int_0^L\ell\,d\ell=L^2/2$. Hence

$$\langle\ell\rangle=\frac1{\pi R^2}\int_{-R}^{R}2(R^2-y^2)\,dy=\frac{8R}{3\pi}=\frac{4d}{3\pi},\qquad W=d.$$

This proves the limit stated at the outset. It also has a reading in terms of diffusion. By the Einstein relation, conductivity is proportional to diffusivity at fixed density of states. The bulk diffusivity $k_F\lambda/3$ is replaced by $k_Fd/3$: collisions with the wall, rather than in the bulk, interrupt the motion along the axis.

Other sections change the number, not the argument. Take a rectangle with sides $a$ and $b$ and diagonal $D=\sqrt{a^2+b^2}$, and chords at angle $\varphi$ to side $a$, with $\tan\varphi<b/a$. Across a central strip of width $b\cos\varphi-a\sin\varphi$ the chords have length $a/\cos\varphi$. On each side, across a width $a\sin\varphi$, their length falls linearly to zero, so the mean of $L^2$ there is one third of its central value. The integral of $L^2/2$ across the chords, divided by the area $ab$, is

$$\frac{a}{2b\cos^2\varphi}\left(b\cos\varphi-\frac{a\sin\varphi}{3}\right)
=\frac{a}{2\cos\varphi}-\frac{a^2\sin\varphi}{6b\cos^2\varphi}.$$

Integrate from 0 to $\arctan(b/a)$, using $\int d\varphi/\cos\varphi=\operatorname{arsinh}(\tan\varphi)$ and $\int\sin\varphi\,d\varphi/\cos^2\varphi=1/\cos\varphi$. At the upper limit $1/\cos\varphi=D/a$. Averaging over a quadrant supplies a factor $2/\pi$, and the remaining angles give the same expression with $a$ and $b$ exchanged. Multiplication by $3\pi/4$ yields

$$W=\frac34\left[a\operatorname{arsinh}\frac ba+b\operatorname{arsinh}\frac ab-\frac{a(D-a)}{3b}-\frac{b(D-b)}{3a}\right].$$

For a square this is $W\approx1.115\,a$. For $b\gg a$ the four terms tend to $a\ln(2b/a)$, $a$, $-a/3$ and $-a/6$, so that $W\to(3a/4)[\ln(2b/a)+1/2]$. The long side still matters, and both sides must be much smaller than $\lambda$ for the narrow limit to hold.

A film shows what happens when one transverse dimension is unlimited. Let its thickness be $t$, put $q=t/\lambda$, and let $\mu$ be the cosine of the angle between the velocity and the film normal. For a current in the plane, averaging $v_z^2$ over azimuth gives a weight $(1-\mu^2)/2$. Averaging $1-e^{-x}$ over the distance from the wall gives

$$\frac{\sigma}{\sigma_0}=\frac32\int_0^1(1-\mu^2)\,\frac{h(q/\mu)}{q/\mu}\,d\mu,\qquad h(x)=e^{-x}-1+x.$$

For small $q$, split the integral at $\delta$ with $q\ll\delta\ll1$. Above $\delta$, $h(x)/x\approx x/2$, and the integral is $(q/2)[\ln(1/\delta)-1/2]$. Below $\delta$, drop $\mu^2$ and substitute $\mu=q/x$. This gives $qJ(q/\delta)$, where two integrations by parts yield

$$\begin{aligned}
J(\eta)&=\int_\eta^\infty\frac{h(x)}{x^3}\,dx
=\frac{h(\eta)}{2\eta^2}+\frac12\int_\eta^\infty\frac{1-e^{-x}}{x^2}\,dx\\
&=\frac{h(\eta)}{2\eta^2}+\frac12\left[\frac{1-e^{-\eta}}{\eta}+\int_\eta^\infty\frac{e^{-x}}x\,dx\right]
\to\frac34-\frac\gamma2-\frac12\ln\eta .
\end{aligned}$$

The limit is for $\eta\to0$, where the last integral tends to $-\gamma-\ln\eta$, with $\gamma$ Euler's constant. In the sum of the two parts $\delta$ cancels:

$$\frac{\sigma}{\sigma_0}\to\frac{3t}{4\lambda}\left[\ln\frac\lambda t+1-\gamma\right].$$

Dividing $\rho_0\lambda$ by $t$ therefore does not remove $\tau$ from a film: a logarithm of $\lambda$ remains. Electrons moving nearly parallel to the film fill a whole band of directions, and the narrow-limit integrand behaves as $1/\mu$. In a wire the directions that avoid the wall shrink to the axis, and their smaller solid angle makes the integral converge.

The same function $h$ measures how fast a wire approaches its limit. With $u=\ell/\lambda$, the shortfall of conductivity below $W/\lambda$ is

$$\frac W\lambda-\frac\sigma{\sigma_0}=3\left\langle\int_0^{\pi/2}\cos^2\theta\,\sin\theta\;h\left(\frac{u}{\sin\theta}\right)d\theta\right\rangle.$$

Split at $\theta=\delta$, now with $u\ll\delta\ll1$. Above $\delta$, $h(x)\approx x^2/2$, and

$$\frac{u^2}{2}\int_\delta^{\pi/2}\frac{\cos^2\theta}{\sin\theta}\,d\theta
=\frac{u^2}{2}\left[-\ln\tan\frac\delta2-\cos\delta\right]
\approx\frac{u^2}{2}\left[\ln\frac2\delta-1\right].$$

Below $\delta$, set $\sin\theta\approx\theta$ and $\cos\theta\approx1$. The substitution $\theta=u/x$ turns the integral into $u^2J(u/\delta)$. Adding the two parts again removes $\delta$, and to leading order

$$\frac W\lambda-\frac\sigma{\sigma_0}\approx\frac32\left\langle u^2\left[\ln\frac2u+\frac12-\gamma\right]\right\rangle.$$

For the circle, label the chords by $y=R\sin\alpha$, so that $L=d\cos\alpha$ and $dy=R\cos\alpha\,d\alpha$. Each chord contributes $L^3/3$ to the integral of $\ell^2$, which gives

$$\langle\ell^2\rangle=\frac{8R^2}{3\pi}\int_{-\pi/2}^{\pi/2}\cos^4\alpha\,d\alpha=R^2 .$$

The logarithm requires $\int_0^L\ell^2\ln(d/\ell)\,d\ell=(L^3/3)\ln(d/L)+L^3/9$. Hence

$$\langle\ell^2\ln(d/\ell)\rangle=-\frac{8R^2}{3\pi}\int_{-\pi/2}^{\pi/2}\cos^4\alpha\,\ln\cos\alpha\,d\alpha+\frac{R^2}3.$$

The remaining integral follows from $\cos^4\alpha=(3+4\cos2\alpha+\cos4\alpha)/8$ and the Fourier series $\ln\cos\alpha=-\ln2+\cos2\alpha-\tfrac12\cos4\alpha+\cdots$. By orthogonality it equals $(\pi/8)(-3\ln2+2-1/4)$, so the average is $R^2(\ln2-1/4)$.

Now write $\kappa=d/\lambda$ and $\ln(2/u)=\ln(1/\kappa)+\ln2+\ln(d/\ell)$. Since $R^2/\lambda^2=\kappa^2/4$,

$$\frac{\sigma}{\sigma_0}\approx\kappa-\frac38\kappa^2\left[\ln\frac1\kappa+C\right],\qquad C=2\ln2+\frac14-\gamma\approx1.059 .$$

Inverting to the same order gives

$$\rho\approx\frac{\rho_0\lambda}{d}+\frac38\rho_0\left[\ln\frac\lambda d+C\right].$$

The second term carries the remaining dependence on $\tau$. At fixed $\rho_0\lambda$ and $d$ it vanishes as $(\ln\tau)/\tau$. It is not simply $\rho_0$, so adding the bulk resistivity to the wall-limited value gives the wrong correction. A bulk collision does most harm to electrons travelling nearly along the axis, which would otherwise go far before reaching the wall; these electrons produce the logarithm.

For a worked case take the round model values $k_F=0.75$ bohr$^{-1}$ and $d=200$ bohr, so that $k_Fd=150$. Then

$$\rho_0\lambda=\frac{3\pi^2}{0.75^2}=52.64\ \text{a.u.},\qquad
\frac{\rho_0\lambda}{d}=\frac{52.64}{200}=0.2632\ \text{a.u.},$$

and the limiting resistivity is about $5.72\ \mu\Omega\,\text{cm}$. This diameter is 10.6 nm, and $\lambda=10d$, $100d$ and $1000d$ correspond to bulk resistivities of 0.57, 0.057 and $0.0057\ \mu\Omega\,\text{cm}$. These lie below the room-temperature values of copper and silver, so the cases below describe a cold metal in which impurities set $\tau$. At $\rho_0=1.7\ \mu\Omega\,\text{cm}$, typical of a good conductor at room temperature, $\lambda$ is only about $3.4d$, the model wire lies about 36 per cent above the limit, and phonons rather than impurities set $\tau$.

With $\lambda=10d=2000$ bohr, the relaxation time is $\tau=2000/0.75\approx2667$ a.u. and $\rho_0=52.64/2000=0.02632$ a.u. The full integral gives $\sigma/\sigma_0=0.8726\,d/\lambda$, so $\rho=0.2632/0.8726=0.3016$ a.u. This is 14.6 per cent above the limit: a wire ten times narrower than $\lambda$ is not yet independent of $\tau$. The excess is $1.46\rho_0$, whereas the leading correction gives $0.375(\ln10+1.059)\rho_0\approx1.26\rho_0$, so higher terms in $\rho$ still count. Most of the gap comes from expanding the inverse: the two-term conductivity series gives $0.8739\,d/\lambda$, and dividing by it without expanding gives an excess of $1.44\rho_0$.

With $\lambda=100d$ the resistivity is 0.2689 a.u., 2.2 per cent above the limit. The excess is $2.17\rho_0$, against $0.375(\ln100+1.059)\rho_0\approx2.12\rho_0$ from the formula. With $\lambda=1000d$ the resistivity is 0.2640 a.u., 0.3 per cent above the limit. Over this last tenfold increase in $\tau$ the wire resistivity falls by a factor of 1.019, while that of a film of thickness $d$ falls by 1.46, from 0.0697 to 0.0479 a.u.

These changes with $\tau$ belong to the semiclassical model. Between hard walls the transverse wave number cannot be smaller than about $4.8/d$ in the wire or $\pi/d$ in the film. With $k_Fd=150$, no electron then moves within about 0.03 rad of the wire axis or 0.02 rad of the film plane. The logarithms grow with $\lambda$ by drawing on ever smaller angles, of order $d/\lambda$, so they level off once $d/\lambda$ falls to these cutoff angles, at $\lambda/d$ of order $k_Fd/4.8\approx30$ in the wire and $k_Fd/\pi\approx50$ in the film. The figures for $\lambda=100d$ and $1000d$ should therefore not be read as predictions of the $\tau$ dependence in a real wire or film of this size. Even at $\lambda=10d$, about a quarter of the wire's shortfall below $W/\lambda$ comes from the excluded angles.

The diffusion picture was tested separately by random walks with bulk collisions and diffuse wall emission. For $\lambda=10d$ and $100d$ they gave $(\sigma/\sigma_0)(\lambda/d)=0.871$ and 0.982. The integral gives 0.873 and 0.979, and the agreement is within the 3 per cent allowed for sampling error. At $\lambda=100d$ that allowance exceeds the 2 per cent departure from the limit, so this walk supports the limit but does not test the correction; the walk at $10d$ does resolve the departure. The remaining comparisons are in the numerical output below.

As a figure of merit, $\rho_0\lambda$ therefore compares metals in wires of the same cross-section when their Fermi surfaces are close to spherical, the walls are diffuse and both transverse dimensions are far below $\lambda$ in every metal compared. For other Fermi surfaces the narrow limit weights the states at the Fermi energy by $v_z^2/|v_\perp|$, whereas $1/(\rho_0\lambda)$ at constant $\lambda$ weights them by $v_z^2/|v|$. Then $W$ depends on the shape of the surface and on the direction of the wire: an ellipsoid with axial mass five times the transverse mass gives $W\approx0.68d$, and one with a fifth of it gives $W\approx1.76d$. In this free-electron model a lower value means a larger $k_F$, and hence a denser electron gas, not a purer metal. If the walls reflect part of the electrons specularly, the condition $g=0$ on leaving the wall no longer holds. If grain boundaries scatter strongly, a further length enters. In either case the limit derived here cannot be used unchanged.

## Values computed for the example and the checks

```
Fermi wave number kF = 0.75 bohr^-1
wire diameter d = 200 bohr; kF*d = 150
electron density n = 0.014248 bohr^-3
rho0*mfp from formula = 52.6379 a.u.
rho0*mfp from k sum, tau and 2 tau = 52.6155, 52.6596 a.u.
mean backward distance <ell>/d = 0.424413
limiting wire resistivity = 0.263189 a.u.
limiting wire resistivity = 5.7217 microohm cm
constant in circular correction = 1.059079
mfp/d = 10: tau = 2666.7 a.u., rho0 = 0.0263189 a.u.
  wire rho = 0.301600 a.u.; rho/limit = 1.14594
  (wire rho - limit)/rho0 = 1.4594
  film rho, thickness d = 0.125848 a.u.
  (sigma/sigma0)*mfp/d: integral 0.872646, series 0.873938
mfp/d = 100: tau = 26666.7 a.u., rho0 = 0.0026319 a.u.
  wire rho = 0.268905 a.u.; rho/limit = 1.02172
  (wire rho - limit)/rho0 = 2.1716
  film rho, thickness d = 0.069702 a.u.
  (sigma/sigma0)*mfp/d: integral 0.978746, series 0.978759
mfp/d = 1000: tau = 266666.7 a.u., rho0 = 0.0002632 a.u.
  wire rho = 0.263978 a.u.; rho/limit = 1.00300
  (wire rho - limit)/rho0 = 2.9966
  film rho, thickness d = 0.047867 a.u.
  (sigma/sigma0)*mfp/d: integral 0.997012, series 0.997012
random walk, mfp/d = 10: (sigma/sigma0)*mfp/d = 0.8705
random walk, mfp/d = 100: (sigma/sigma0)*mfp/d = 0.9821
rectangle b/a = 1: W/a sampled 1.11515, formula 1.11495
rectangle b/a = 2: W/a sampled 1.53229, formula 1.53200
square, mfp/a = 100: scaled conductivity 1.08874, series 1.08876
rectangle b/a = 100: W/a = 4.3512, long-side limit 4.3487
film, mfp/t = 1000: scaled conductivity 5.49840, series 5.49790
mfp/d from 100 to 1000: wire rho falls by factor 1.0187
mfp/d from 100 to 1000: film rho falls by factor 1.4562
```
